# Why a hotter silicon surface captures more hydrogen from unchanged gas

**Question.** Hydrogen molecules at a fixed gas temperature strike a clean silicon surface. Few of them dissociate and stick, because a barrier must be crossed. When the silicon alone is heated, the arriving molecules have no more energy than before. Why do more of them stick, and how does the sticking probability depend on the surface temperature?

**Answer.**

## The mechanism: a wider spread of barriers

The barrier depends on where the surface atoms are when the molecule arrives. Let one displacement $q$ of the surface control it. Displaced one way, the site opens and the barrier falls; displaced the other way, the barrier rises. In a harmonic vibration both directions are equally likely, so if the barrier is linear in $q$, its mean does not change on heating. Its spread does.

The spread matters because few molecules have enough energy to cross. Their number falls exponentially with barrier height, with the gas thermal energy $kT_g$ as the scale. Take two equally likely sites with barriers $E_0-\delta$ and $E_0+\delta$. Their average crossing probability is

$$\frac{e^{-(E_0-\delta)/kT_g}+e^{-(E_0+\delta)/kT_g}}{2}=e^{-E_0/kT_g}\cosh\frac{\delta}{kT_g}.$$

The hyperbolic cosine exceeds one for any nonzero $\delta$: the low barrier gains more than the high barrier loses. Heating the silicon increases the typical $\delta$ and so raises the average. The surface need not hand energy to the molecule after impact; it offers some molecules an easier site.

## From the mechanism to the formula

**The gas.** Let $E$ be the kinetic energy along the reaction path and $m$ the mass moving along it. Molecules of speed $v$ arrive at a rate proportional to $v\,e^{-mv^2/2kT_g}$, where the factor $v$ appears because faster molecules reach the surface more often. Since $dE=mv\,dv$, the normalized energy distribution of the arrivals is $e^{-E/kT_g}/kT_g$. The fraction able to cross a positive barrier $E_b$ is

$$\int_{E_b}^{\infty}\frac{dE}{kT_g}\,e^{-E/kT_g}=e^{-E_b/kT_g}.$$

A constant factor $A$ accounts for unsuitable orientations and impact points. The sticking probability $S$ refers to the clean surface, and a molecule that passes the barrier top counts as stuck.

**The surface.** Write the barrier and the elastic energy as

$$E_b(q)=E_0-gq,\qquad U(q)=\tfrac12Kq^2,$$

where $g>0$ is the fall of the barrier per unit displacement and $K$ is the stiffness. Before the molecule arrives, a classical surface at temperature $T_s$ has the distribution

$$P(q)=\sqrt{\frac{K}{2\pi kT_s}}\;e^{-Kq^2/2kT_s},\qquad \langle q\rangle=0,\qquad \langle q^2\rangle=\frac{kT_s}{K}.$$

**The average.** Assume for now that the surface hardly moves while the molecule crosses, and that the barriers that matter are positive. Then

$$\frac SA=e^{-E_0/kT_g}\sqrt{\frac{K}{2\pi kT_s}}\int_{-\infty}^{\infty}dq\,
\exp\left(-\frac{Kq^2}{2kT_s}+\frac{gq}{kT_g}\right).$$

To complete the square, define $q_*=gT_s/(KT_g)$. Then $Kq_*/kT_s=g/kT_g$, which is the coefficient of the linear term, so

$$-\frac{Kq^2}{2kT_s}+\frac{gq}{kT_g}
=-\frac{K(q-q_*)^2}{2kT_s}+\frac{Kq_*^2}{2kT_s}.$$

The shifted Gaussian integrates to $\sqrt{2\pi kT_s/K}$ and cancels the normalization. The constant left over is

$$\frac{Kq_*^2}{2kT_s}=\frac{K}{2kT_s}\,\frac{g^2T_s^2}{K^2T_g^2}
=\frac{g^2}{2K}\,\frac{T_s}{kT_g^2}.$$

With the relaxation energy $D=g^2/2K$, the result is

$$\boxed{\ln\frac SA=-\frac{E_0}{kT_g}+\frac{D}{kT_g^2}\,T_s.}$$

At fixed $T_g$, the logarithm of sticking rises linearly with $T_s$. One power of $T_s$ comes from the variance of the displacement; the two powers of $1/T_g$ come from the square of the barrier change measured in units of $kT_g$. If several independent modes lower the barrier linearly, their Gaussian integrals multiply, and $D$ becomes the sum of $g_i^2/2K_i$.

## What the formula says about the sites

The integrand is the distribution of displacements at which sticking occurs. It is centred at $q_*$ rather than at zero. Since $g^2/K=2D$, the mean barrier crossed is

$$E_0-gq_*=E_0-2D\frac{T_s}{T_g}.$$

This is also the activation energy found by varying the gas temperature at fixed $T_s$. With $\beta=1/kT_g$, the law reads $\ln(S/A)=-E_0\beta+DkT_s\beta^2$, and therefore

$$-\frac{\partial\ln S}{\partial\beta}=E_0-2DkT_s\beta=E_0-2D\frac{T_s}{T_g}.$$

Varying the surface temperature at fixed $T_g$ gives a different apparent activation energy:

$$kT_s^2\frac{\partial\ln S}{\partial T_s}=D\left(\frac{T_s}{T_g}\right)^2=\tfrac12Kq_*^2.$$

It is the elastic energy at the centre of the selected displacements. It grows with $T_s$, so it is not a fixed barrier height, although over a short temperature range the data could pass for an Arrhenius line.

When $T_s=T_g=T$, the law becomes $S/A=e^{-(E_0-D)/kT}$. The total energy at the barrier top, $E_0-gq+\frac12Kq^2$, is lowest at $q=g/K$, where it equals $E_0-D$. Equal temperatures thus give the usual activation energy, that of the relaxed saddle.

## Why the surface must be slow

The law assumed a frozen surface. To see what motion does, let $x$ be the molecular coordinate and let the potential be $(E_0-gq)f(x)+\frac12Kq^2$, with $f=1$ at the top, $x=0$, and $f=0$ in the gas. Let $M$ be the surface mass, $p$ its momentum, $\omega=\sqrt{K/M}$, and $\varepsilon$ the molecule's kinetic energy at the top. Let $\mathcal E_s$ be the surface energy before the encounter.

Each crossing can be traced back to the gas. Its statistical weight there is $e^{-(H-\mathcal E_s)/kT_g-\mathcal E_s/kT_s}$, where $H$ is the conserved total energy. Classical motion also conserves phase-space flux, so the sum over arrivals can be taken at the barrier top:

$$\frac SA=\frac{\omega}{2\pi kT_s}\int_0^\infty\frac{d\varepsilon}{kT_g}\int dq\,dp\;
e^{-H/kT_g}\,e^{\mathcal E_s(1/kT_g-1/kT_s)}.$$

The prefactor normalizes the initial surface distribution. The formula holds when every point at the top traces back to the gas without an earlier crossing, as it does while the barrier stays positive.

At equal temperatures the factor containing $\mathcal E_s$ is one. The weight then depends on $H$ alone, and surface motion leaves $e^{-(E_0-D)/kT}$ unchanged. At unequal temperatures there are two limits.

- **Fast molecule.** The surface has no time to change, so $\mathcal E_s=\frac12Kq^2+p^2/2M$ with the values at the top. Since $H=\varepsilon+E_0-gq+\mathcal E_s$, the total weight is $e^{-(\varepsilon+E_0-gq)/kT_g-\mathcal E_s/kT_s}$. Integration over $\varepsilon$ and $p$ returns the average that led to the law.
- **Slow molecule.** The oscillator follows its equilibrium position, which moves gradually to $g/K$. The linear coupling leaves its frequency unchanged, so its vibrational energy is an adiabatic invariant: $\mathcal E_s=\frac12K(q-g/K)^2+p^2/2M$. Now $H=\varepsilon+E_0-D+\mathcal E_s$, and the integral gives $S/A=e^{-(E_0-D)/kT_g}$, independent of $T_s$.

With this linear coupling, the gain from a hot surface therefore requires a molecule that crosses before the site can fully adjust to it.

## A numerical example

Take round parameters in the rough regime of hydrogen on silicon: $E_0=0.80$ eV, $g=9.0$ eV/nm, and a surface quantum $\hbar\omega=20$ meV carried by one silicon atom. Then $K=M\omega^2=268.7$ eV/nm², and

$$D=\frac{(9.0)^2}{2\times268.7}\ \text{eV}=0.151\ \text{eV}.$$

For gas at 500 K, $kT_g=0.0431$ eV, so the slope is

$$\frac{D}{kT_g^2}=\frac{0.151}{0.0431\times500}\ \text{K}^{-1}=0.0070\ \text{K}^{-1}.$$

Each 100 K of surface heating doubles the sticking. At $T_s=700$ K the logarithm is $-18.57+4.90=-13.67$, so $S/A=1.16\times10^{-6}$. The table compares the law with numerical quadrature over gas speeds and displacements, in which a negative barrier counts as zero.

| $T_s$ (K) | $S/A$, law | $S/A$, quadrature |
|---|---|---|
| 500 | $2.85\times10^{-7}$ | $2.85\times10^{-7}$ |
| 600 | $5.74\times10^{-7}$ | $5.74\times10^{-7}$ |
| 700 | $1.156\times10^{-6}$ | $1.155\times10^{-6}$ |
| 800 | $2.33\times10^{-6}$ | $2.31\times10^{-6}$ |

At 700 K the root-mean-square displacement is 0.015 nm, but the sticking events centre on $q_*=0.047$ nm, about three times as far out. Their mean barrier is 0.38 eV, less than half of $E_0$. The sticking comes from rare, strongly distorted sites, and at such distortions the harmonic and linear assumptions deserve the most doubt.

## Where the straight line ends

The linear barrier becomes negative beyond $q_0=E_0/g$, but a crossing probability cannot exceed one. Put $w=g\sqrt{kT_s/K}=\sqrt{2DkT_s}$, the thermal spread of the barrier, and let $N(z)$ be the probability that a standard normal variable lies below $z$. Below $q_0$ the earlier integral applies, cut off at $q_0$; above it every arrival crosses. Hence

$$\frac SA=e^{-E_0/kT_g+DT_s/kT_g^2}\,
N\left(\frac{E_0-2DT_s/T_g}{w}\right)+N\left(-\frac{E_0}{w}\right).$$

The law needs the first $N$ to be close to one and the last term to be small beside the first. The selected mean barrier reaches zero at $T_s=E_0T_g/2D$, where the first $N$ is one half. For gas at 500 K this is about 1330 K, well above the range used. For gas at 300 K it is about 800 K.

The colder gas has a steeper predicted slope, 0.0194 K$^{-1}$, but a shorter straight section. With the surface still taken as frozen, the quadrature gives 0.96 of the law at 600 K, 0.81 at 700 K, 0.56 at 800 K and 0.14 at 1000 K. The value at 800 K lies above one half because the second term, from sites without a barrier, already contributes.

In the frozen-surface model, these open sites decide the temperature dependence for still colder gas. Let $z_0=E_0/w$ and $z_1=(2DT_s/T_g-E_0)/w$ both be large. The normal tail is $N(-z)\simeq e^{-z^2/2}/(z\sqrt{2\pi})$, and

$$\frac{z_1^2}{2}=\frac{(2DT_s/T_g-E_0)^2}{4DkT_s}
=\frac{DT_s}{kT_g^2}-\frac{E_0}{kT_g}+\frac{E_0^2}{4DkT_s}.$$

The first two terms cancel the exponent of the law, leaving

$$\frac SA\simeq\frac1{\sqrt{2\pi}}\left(\frac1{z_0}+\frac1{z_1}\right)
\exp\left(-\frac{E_0^2}{4DkT_s}\right).$$

Apart from the slowly varying prefactor, this is an Arrhenius law in the surface temperature. Its energy, $E_0^2/4D=\frac12Kq_0^2$, is the elastic cost of removing the barrier: 1.06 eV here. For gas at 50 K, a purely mathematical limit of this model, the logarithmic slope of the quadrature between 695 and 705 K gives 1.08 eV.

## How large are the neglected effects?

All estimates here are for gas at 500 K, with one effect changed at a time.

**Surface motion.** I take $f=\operatorname{sech}^2(x/\ell)$ with $\ell=0.05$ nm and the mass of H$_2$. The flux integral is evaluated on a grid of starting points at the barrier top, with the equations of motion integrated numerically back to the gas. Between surface temperatures of 500 and 700 K, the molecule keeps 94% of the gain in $\ln S$ predicted by the law. With one hundredth of the mass it keeps 99.9%; with one hundred times the mass, 6%. The two limits derived above are thus visible, and H$_2$ with this barrier length lies near the frozen one. A longer barrier gives the surface more time: with $\ell=0.10$ nm the share kept by H$_2$ falls to 82%.

**Quantum vibration.** It is tempting to replace $kT_s$ in the variance by the quantum value $(\hbar\omega/2)\coth(\hbar\omega/2kT_s)$, which would raise $S$ by 6% at 500 K and 5% at 700 K. That is wrong, because displacement and vibrational energy do not commute. At equal temperatures the linear coupling shifts the oscillator at the barrier top and lowers all its levels by $D$, but leaves their spacing unchanged. The factor $e^{-(E_0-D)/kT}$ therefore survives, and quantizing the vibration changes nothing apart from tunnelling. At $T_s=700$ K, the weight in the flux formula becomes a product of operators; for a fast molecule, its trace over the oscillator states raises $S$ by only 0.7%.

**Tunnelling.** For a barrier $V\operatorname{sech}^2(x/\ell)$ and $\kappa=\sqrt{2mE}/\hbar$, the Schrödinger equation gives the transmission

$$\mathcal T=\frac{\sinh^2(\pi\kappa\ell)}{\sinh^2(\pi\kappa\ell)+\cosh^2\left(\frac{\pi}{2}\sqrt{8mV\ell^2/\hbar^2-1}\right)}.$$

Averaged numerically over energies and frozen displacements, it raises $S$ by 23% at $T_s=500$ K and 17% at 700 K. Tunnelling therefore lifts the line and slightly lowers its slope. Multiplying the separate factors for tunnelling, surface motion and quantum vibration, as if they were independent, gives an estimate of 1.23 times the law at 500 K and 1.09 times at 700 K.

**Barrier curvature.** Add $\frac12cq^2$ to the barrier. The quadratic part of the exponent becomes

$$-\frac{Kq^2}{2kT_s}-\frac{cq^2}{2kT_g}=-\frac{K(1+r)q^2}{2kT_s},\qquad r=\frac{cT_s}{KT_g}.$$

Replacing $K$ by $K(1+r)$ in the completed square divides the surface term by $1+r$; the narrower Gaussian contributes $(1+r)^{-1/2}$. For $1+r>0$ and positive relevant barriers,

$$\ln\frac SA=-\frac{E_0}{kT_g}+\frac{DT_s}{kT_g^2(1+r)}-\tfrac12\ln(1+r).$$

This is no longer linear in $T_s$. With $c=0.1K$, quadrature gives 0.69 of the linear-barrier law at 500 K and 0.51 at 700 K. The increase between these temperatures falls from a factor of 4.1 to 3.0. For H$_2$ with gas at 500 K, this modest curvature is the largest of the effects sized here.

## Silicon and the reactor

On clean silicon, molecular hydrogen sticks very poorly when the gas is near room temperature, and sticking rises steeply as the surface is heated. The apparent surface activation energy is roughly 0.7 to 0.9 eV, depending on the crystal face. For gas at 300 K and silicon at 600 K, the linear law gives $D(T_s/T_g)^2=0.60$ eV. Between 600 and 1000 K, where the linear law fails, the frozen-surface quadrature gives an average of 0.75 eV. Molecules from gas at 300 K are slower, so surface motion matters more: classical trajectories lower this average to about 0.64 eV for $\ell=0.05$ nm and about 0.53 eV for $\ell=0.10$ nm. The model thus gives the right order of magnitude, but this does not establish the mechanism, since $g$ was chosen, not derived from the electronic structure of silicon. Real sites have several coupled displacements, and steps and adsorbed hydrogen change the barriers. The linear barrier is also open to doubt: the curvature example shows that a small departure from it can halve $S$ at 700 K.

The distinction between the two temperatures matters in a reactor. At $T_s=T_g=T$, differentiating the law gives

$$\frac{\partial\ln S}{\partial T_s}=\frac{D}{kT^2},\qquad
\frac{\partial\ln S}{\partial T_g}=\frac{E_0-2D}{kT^2}.$$

Here $D=0.15$ eV and $E_0-2D=0.50$ eV, so for a frozen surface a small rise in gas temperature is about three times as effective as the same rise in surface temperature. Surface motion raises the ratio from 3.3 to about 3.5 for $\ell=0.05$ nm and about 4.1 for $\ell=0.10$ nm. These values belong to the chosen $g$ and to a constant $A$; for real H$_2$, rotation and vibration make $A$ itself depend on $T_g$. A beam, or gas so dilute that molecules reach the wafer without colliding in the warm layer above it, can keep $T_g$ fixed. At higher pressure the wafer also heats the gas next to it, and the measured increase then mixes both responses.

All numerical values are calculated from the stated model.
